# The Madelung correction to exact exchange in an insulator

## Problem

A closed-shell crystal is treated with a global hybrid functional. A fraction $\alpha_x$ of the exchange is exact, with the bare Coulomb interaction; the rest is a functional of the density. Hartree-Fock is the case $\alpha_x=1$ with no density-functional part. The Brillouin zone is sampled by $N_k$ points on a uniform mesh, so the orbitals are periodic (up to a Bloch phase common to all of them, if the mesh is shifted away from $\mathbf k=0$) over a supercell of volume $V=N_k\Omega$, where $\Omega$ is the volume of the primitive cell. Hartree atomic units are used.

On this mesh the exact exchange contains one infinite term, $4\pi/Q^2$ at $Q=0$. Two finite prescriptions are compared:

* the term is omitted;
* the term is replaced by a constant $v_M$, the Madelung constant of the supercell.

The crystal is an insulator, with every orbital either filled or empty.

1. Choose $v_M$ so that the periodic interaction reproduces $1/r$ at short distance, and find a formula for it.
2. Find how the replacement changes the Fock operator, the self-consistent orbitals, the occupied and virtual levels, and the gap.
3. State when the lowest levels are filled in both calculations, and what happens as the mesh is refined.
4. Evaluate the changes for a simple cubic model crystal on a $2\times2\times2$ mesh.

## Hints

**Hint 1.** Write the exchange interaction as a Fourier series over the supercell. What function of position does its $Q=0$ term represent?

**Hint 2.** Apply Poisson's equation to the difference between the periodic interaction and $1/r$.

**Hint 3.** Let the constant part of the interaction act on an orbital. The remaining integral is an overlap.

**Hint 4.** A density operator $P$ is self-consistent when it commutes with the Fock operator built from it.

## Solution

### The interaction and its missing constant

Let $\mathbf Q$ run over the reciprocal vectors of the supercell. These are all the vectors $\mathbf k-\mathbf k'+\mathbf G$ that occur in the exchange. With $Q=0$ omitted, the interaction is

$$\phi(\mathbf r)=\frac1V\sum_{\mathbf Q\neq0}\frac{4\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf r}.$$

A $Q=0$ term has no dependence on $\mathbf r$. Giving it a finite value therefore means replacing $\phi$ by $\phi+v_M$, with $v_M$ a constant.

The sum of $e^{i\mathbf Q\cdot\mathbf r}/V$ over all $\mathbf Q$ is a delta function repeated in every supercell. Removing $Q=0$ subtracts $1/V$. Near the origin, therefore,

$$\nabla^2\phi=-4\pi\left[\delta(\mathbf r)-\frac1V\right].$$

This is the potential of a unit charge in a neutralizing background. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the difference $h=\phi-1/r$ is smooth at the origin and obeys $\nabla^2h=4\pi/V$.

For a cubic supercell, inversion symmetry removes the odd powers of $\mathbf r$ from $h$, and cubic symmetry makes its quadratic term isotropic, $cr^2$. Because $\nabla^2(cr^2)=6c$, we have $c=2\pi/(3V)$. With the definition $v_M=-h(0)$,

$$\phi(\mathbf r)+v_M=\frac1r+\frac{2\pi r^2}{3V}+O(r^4).$$

This choice restores the true interaction at short distance. It suits an exchange hole that is small compared with the supercell.

### Computing $v_M$

The series for $\phi$ converges slowly, so split $1/r$ into $\operatorname{erfc}(\eta r)/r$ and $\operatorname{erf}(\eta r)/r$, with any $\eta>0$. The second part is the potential of a unit Gaussian charge, whose Fourier transform is $4\pi e^{-Q^2/4\eta^2}/Q^2$. Sum the first part over the supercell translations $\mathbf R$ and the second over $\mathbf Q\neq0$:

$$\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}{V}\sum_{\mathbf Q\neq0}\frac{e^{-Q^2/4\eta^2}}{Q^2}e^{i\mathbf Q\cdot\mathbf r}-\frac{\pi}{V\eta^2}.$$

The last term makes the average of $\phi$ zero, as the omission of $Q=0$ requires. The average of the first sum is

$$\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{4\pi}{V}\,\frac{1}{4\eta^2}=\frac{\pi}{V\eta^2}.$$

Now subtract $1/r$ and let $r\to0$. The $\mathbf R=0$ term becomes $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Reversing the sign of the whole expression gives

$$v_M=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{V\eta^2}-\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}{R}-\frac{4\pi}{V}\sum_{\mathbf Q\neq0}\frac{e^{-Q^2/4\eta^2}}{Q^2}.$$

For a cube of edge $L$ the result is $v_M=2.837297/L$, which is positive.

A Gaussian charge shows what the constant does. Let its standard deviation along each axis be $w=1$ bohr, in a box of edge 12 bohr. The average of $\phi$ over pairs of points in the charge is 0.33502 hartree, and adding $v_M=0.23644$ hartree gives 0.57146. The isolated charge has $1/(\sqrt\pi w)=0.56419$ hartree. The excess, 0.00727 hartree, is the average of $2\pi r^2/(3V)$: the mean squared separation of two points is $6w^2$, which gives $4\pi w^2/V$.

### The change in the Fock operator

Let $P=\sum_i|\psi_i\rangle\langle\psi_i|$ project on the filled orbitals of one spin, with $i$ running over bands and mesh points. Exchange acts between equal spins:

$$(V_x\psi)(\mathbf r)=-\sum_i\psi_i(\mathbf r)\int_V\psi_i^*(\mathbf r')\,\phi(\mathbf r-\mathbf r')\,\psi(\mathbf r')\,d^3r'.$$

Replace $\phi$ by $\phi+v_M$. The constant leaves the integral, and what remains is an overlap:

$$-v_M\sum_i\psi_i(\mathbf r)\langle\psi_i|\psi\rangle=-v_M(P\psi)(\mathbf r).$$

The hybrid contains the fraction $\alpha_x$ of this operator. Its other parts depend on the density alone, so they are the same for the same $P$. The average electrostatic potential is set to zero in both calculations, which gives their levels a common origin. Writing $F_0$ and $F_M$ for the Fock operators without and with the constant,

$$F_M[P]=F_0[P]-\alpha_xv_MP.$$

### Orbitals, levels and gap

Suppose $P$ is self-consistent without the correction, so that $[F_0[P],P]=0$. Then

$$[F_M[P],P]=[F_0[P],P]-\alpha_xv_M[P,P]=0.$$

The same $P$ is self-consistent with the correction. Reading the argument backwards proves the converse. Since $F_0$ and $P$ commute, they have common eigenfunctions, and these also diagonalize $F_M$. For an orbital with $F_0\psi=\varepsilon\psi$:

* if it is occupied, $P\psi=\psi$ and $F_M\psi=(\varepsilon-\alpha_xv_M)\psi$;
* if it is virtual, $P\psi=0$ and $F_M\psi=\varepsilon\psi$.

For $v_M>0$, all occupied levels move down by the same amount, while the orbitals and the virtual levels stay as they were. Every difference between a virtual and an occupied level grows by $\alpha_xv_M$, so

$$E_{\rm gap}^{M}=E_{\rm gap}^{0}+\alpha_xv_M.$$

The physical reason for the asymmetry is the overlap. An occupied orbital contains itself in the sum over $i$ and feels the constant with weight one. A virtual orbital is orthogonal to all filled ones, so a constant interaction gives it no exchange.

The total energy confirms that the orbitals cannot change. The exchange energy is $\tfrac12\sum_\sigma\operatorname{Tr}(P_\sigma V_x[P_\sigma])$, where the factor $\tfrac12$ prevents double counting of pairs. The correction to the energy of the supercell is therefore

$$\Delta E=-\frac{\alpha_xv_M}{2}\sum_\sigma\operatorname{Tr}P_\sigma^2=-\frac{\alpha_xv_M}{2}N_kN_e,$$

because $P_\sigma^2=P_\sigma$ and its trace counts the electrons of that spin; $N_e$ is the number of electrons per primitive cell. This is the same for every choice of filled orbitals, so it exerts no force on them. Per cell it is $-\alpha_xv_MN_e/2$.

### Filling the lowest levels

Self-consistency alone does not ensure that the filled levels are the lowest. If the uncorrected solution has a positive gap and $v_M>0$, the corrected gap is larger and the order is safe. In the other direction, a corrected solution keeps its order when the constant is removed if

$$E_{\rm gap}^{M}>\alpha_xv_M.$$

At equality the uncorrected gap closes. If $E_{\rm gap}^{M}<\alpha_xv_M$, the uncorrected occupied and virtual levels overlap, and a calculation that fills the lowest levels over the whole mesh will leave this solution.

### Refining the mesh

An $N\times N\times N$ mesh of a simple cubic cell with lattice constant $a$ has $L=Na$, so $\alpha_xv_M=2.837297\,\alpha_x/(Na)$ tends to zero. The number depends on the shape of the supercell: for the primitive fcc and bcc cells, with $a$ the edge of the conventional cube, it is 4.5849 and 3.6392, with the same $1/N$ decay. If one of the two gaps converges, the other converges to the same limit. The opening is thus a difference between two treatments on one finite mesh, and it does not alter the gap of the infinite crystal.

### The model crystal

The lattice constant is 6 bohr. Each cell holds two electrons and one Gaussian ion of charge 2 and width 0.5 bohr. The hybrid has $\alpha_x=0.25$, with local-density exchange for the remaining three quarters and no correlation. Plane waves up to 3.5 hartree form the basis; the derivation holds within a finite basis, since the filled orbitals belong to it. The absolute values below belong to this basis and are not converged with respect to the cutoff: at 12 hartree the uncorrected hybrid gap on the $2\times2\times2$ mesh is larger by about 0.006 hartree, the gap at $\mathbf k=0$ smaller by about 0.004 hartree, and the energy per cell lower by about 0.024 hartree. The changes caused by $v_M$ do not depend on the cutoff.

For the $2\times2\times2$ mesh, $L=12$ bohr and

$$v_M=\frac{2.837297}{12}=0.23644,\qquad \alpha_xv_M=0.25\times0.23644=0.05911\ \text{hartree}.$$

The levels of the hybrid in hartree, with $\mathbf k$ in units of $2\pi/a$, are:

| $\mathbf k$ | occupied, omitted | occupied, with $v_M$ | lowest virtual, both |
|---|---|---|---|
| $(0,0,0)$ | −0.28518 | −0.34429 | 0.20241 |
| $(0,0,\frac12)$ | −0.23859 | −0.29770 | 0.05186 |
| $(0,\frac12,\frac12)$ | −0.19831 | −0.25742 | 0.15693 |
| $(\frac12,\frac12,\frac12)$ | −0.16901 | −0.22812 | 0.25248 |

The highest occupied level is at $(\frac12,\frac12,\frac12)$ and the lowest virtual level at $(0,0,\frac12)$. The gap on this mesh is

$$0.05186+0.16901=0.22087\quad\text{without }v_M,$$
$$0.05186+0.22812=0.27998\quad\text{with }v_M.$$

It opens by 0.05911 hartree, or 1.608 eV. The energy per cell, without the constant ion-ion part, goes from −0.55457 to −0.61368 hartree. That is a change of $-\alpha_xv_M$, as expected for $N_e=2$.

In Hartree-Fock the full $v_M$ acts. The gap goes from 0.30466 to 0.54110 hartree, an opening of 0.23644 hartree or 6.434 eV. Both corrected gaps exceed their own $\alpha_xv_M$, so the filling condition holds.

The two prescriptions were solved separately, each starting from the bare-ion Hamiltonian. The program tests the shift of the occupied levels, the constancy of all virtual levels in the basis, the common orbitals and the energy change, each to within $10^{-6}$ hartree.

The hybrid gap at $\mathbf k=0$, a point shared by all the meshes, shows the effect of refinement (in hartree):

| mesh | $v_M$ | gap, omitted | gap, with $v_M$ |
|---|---|---|---|
| $1\times1\times1$ | 0.47288 | 0.45676 | 0.57498 |
| $2\times2\times2$ | 0.23644 | 0.48759 | 0.54670 |
| $3\times3\times3$ | 0.15763 | 0.50914 | 0.54855 |

From the second mesh to the third, the uncorrected gap rises by 0.02155 hartree and the corrected one by 0.00185. The difference is the change in the correction, $0.25\times(0.23644-0.15763)=0.01970$ hartree. From the first mesh to the second the two gaps move by similar amounts in opposite directions, and the corrected gap on the coarsest mesh still lies $0.57498-0.54855=0.02643$ hartree above its value on the third. Three meshes are too few to establish a rate of convergence.

## Variation 1: fractional occupations

*A metal is treated with smeared occupations $0\le f_i\le1$. What remains of the result?*

Replace $P$ by $\rho=\sum_if_i|\psi_i\rangle\langle\psi_i|$. The overlap argument now gives $F_M=F_0-\alpha_xv_M\rho$, so level $i$ moves by

$$\Delta\varepsilon_i=-\alpha_xv_Mf_i.$$

The shift is no longer rigid. For $f=0.7$ and $f=0.3$ in the model hybrid on the $2\times2\times2$ mesh, with the orbitals held fixed, the shifts are −0.04138 and −0.01773 hartree. The correction moves these two levels $\alpha_xv_M(0.7-0.3)=0.4\times0.05911=0.02364$ hartree relative to each other, the fuller one downward; if the fuller level is the lower one, their separation grows by this amount.

Since $\rho$ commutes with itself, the orbitals still solve the equations if the occupations are held fixed. In a smeared calculation, however, the occupations follow from the levels. Unequal shifts change the $f_i$ and, unless symmetry fixes them, the density and the orbitals as well. The energy correction, $-\tfrac12\alpha_xv_M\sum_\sigma\sum_if_i^2$, also depends on the occupations and is no longer a constant.

## Variation 2: an elongated supercell

*The mesh is $1\times1\times n$, so the supercell of the cubic crystal has edges $L,L,\ell$ with $\ell=nL$. Does the correction still open the gap?*

The operator identity does not depend on the shape of the supercell, but the sign of $v_M$ does. In the series for $\phi(0)$, take the terms with $Q_x=Q_y=0$ and $Q_z=2\pi m/\ell$:

$$\frac{4\pi}{L^2\ell}\;2\sum_{m=1}^{\infty}\frac{\ell^2}{4\pi^2m^2}
=\frac{2\ell}{\pi L^2}\,\frac{\pi^2}{6}=\frac{\pi\ell}{3L^2}.$$

This part grows with $\ell$. In the remaining terms $Q_x$ and $Q_y$ are not both zero, so the summand is smooth in $Q_z$. For large $\ell$ the sum over $Q_z$ becomes an integral, and the factor $1/\ell$ in $1/V$ cancels against the density of $Q_z$ values. After subtraction of $1/r$, these terms tend to a value independent of $\ell$. Since $v_M=-h(0)$, it becomes negative for a sufficiently long supercell.

For $L=6$ bohr and $n=4$ the Ewald formula gives $v_M=-0.04809$ hartree. With $\alpha_x=0.25$ the occupied levels would rise by 0.01202 hartree and the gap would narrow by the same amount. The order of the levels is then kept if the uncorrected gap exceeds $\alpha_x|v_M|$. The sign of $v_M$ was computed here, but no self-consistent calculation was made for this mesh.

## Calculated quantities

```
lattice constant 6.0 bohr, ion charge 2.0, ion width 0.5 bohr
cutoff 3.5 hartree, exact-exchange fraction 0.25
v_M times edge, cubic supercell: 2.837297 (dimensionless)
v_M, 2x2x2 supercell: 0.23644 hartree
Gaussian charge, width 1.0 bohr, box 12.0 bohr (hartree):
 periodic 0.33502, periodic+v_M 0.57146
 isolated 0.56419, remainder 4 pi w^2/V 0.00727
v_M, elongated 1x1x4 supercell: -0.04809 hartree
Hybrid, 2x2x2 mesh; levels in hartree, omitted -> Madelung
 k=(0, 0, 0)/2 occ -0.28518 -> -0.34429  virt 0.20241 -> 0.20241
 k=(0, 0, 1)/2 occ -0.23859 -> -0.29770  virt 0.05186 -> 0.05186
 k=(0, 1, 1)/2 occ -0.19831 -> -0.25742  virt 0.15693 -> 0.15693
 k=(1, 1, 1)/2 occ -0.16901 -> -0.22812  virt 0.25248 -> 0.25248
 sampled gap (hartree): 0.22087 -> 0.27998
 gap opening: 0.05911 hartree = 1.608 eV
 alpha*v_M predicted: 0.05911 hartree
 energy per cell (hartree): -0.55457 -> -0.61368
 worst errors occ, virt, orbital mixing (hartree): 1e-09 2e-09 2e-09
Hartree-Fock, 2x2x2 mesh; levels in hartree, omitted -> Madelung
 k=(0, 0, 0)/2 occ -0.29349 -> -0.52994  virt 0.27467 -> 0.27467
 k=(0, 0, 1)/2 occ -0.24798 -> -0.48442  virt 0.12728 -> 0.12728
 k=(0, 1, 1)/2 occ -0.20737 -> -0.44381  virt 0.24358 -> 0.24358
 k=(1, 1, 1)/2 occ -0.17738 -> -0.41382  virt 0.35097 -> 0.35097
 sampled gap (hartree): 0.30466 -> 0.54110
 gap opening: 0.23644 hartree = 6.434 eV
 alpha*v_M predicted: 0.23644 hartree
 energy per cell (hartree): -0.44391 -> -0.68035
 worst errors occ, virt, orbital mixing (hartree): 4e-10 3e-10 3e-10
Hybrid gap at Gamma (hartree): mesh, v_M, omitted, Madelung
 1x1x1  0.47288  0.45676  0.57498
 2x2x2  0.23644  0.48759  0.54670
 3x3x3  0.15763  0.50914  0.54855
 change from 2x2x2 to 3x3x3: omitted 0.02155, Madelung 0.00185
Fractional occupations at Gamma, hybrid: f, level shift (hartree)
 0.7  -0.04138
 0.3  -0.01773
```
